# Converting a Two-Pair Foster Thermal Chain into a Cauer Ladder

## Problem

The heating of a chip under a power step is described by two thermal resistor-capacitor pairs in Foster form. In each pair the resistance and the capacitance are in parallel, and the two pairs are in series between the heated junction and ambient:

- pair 1: $R_1=1$ K/W, $C_1=1$ J/K;
- pair 2: $R_2=2$ K/W, $C_2=2$ J/K.

These are round model parameters. The elements are linear and constant. Every temperature is a rise above a fixed ambient temperature and is zero before the power is switched on.

A Cauer ladder has a different layout. A capacitance $C_a$ connects the junction to ambient, and a resistance $R_a$ leads from the junction to an inner node. From that node a capacitance $C_b$ and a resistance $R_b$ both lead to ambient.

(a) Find positive $C_a,R_a,C_b,R_b$ for which the ladder has the same junction response as the Foster chain, and show that they are unique.

(b) For a power step $P=10$ W, find the temperatures of the junction and of the ladder's inner node.

(c) Decide whether the inner node of the Foster chain can be read in the same way.

## First estimate by scaling

The time constants of the pairs are $\tau_1=R_1C_1=1$ s and $\tau_2=R_2C_2=4$ s. Suppose for the moment that pair 1 is much faster than pair 2 and has a much smaller capacitance. The junction temperature then rises in two separate stages.

In the first stage the Foster chain heats at a rate close to $P/C_1$ and levels off near $PR_1$ after a time $\tau_1$. In the ladder all the heat first enters $C_a$, so the rate is $P/C_a$. While the inner node is still cold, the rise levels off near $PR_a$. This suggests $C_a\approx C_1$ and $R_a\approx R_1$.

In the second stage the Foster chain gains a further $PR_2$ in a time $\tau_2$. In the ladder the inner node warms by $PR_b$ in a time $R_bC_b$. This suggests $R_b\approx R_2$ and $C_b\approx C_2$. The estimate is therefore

$$
C_a\approx1\ \text{J/K},\quad R_a\approx1\ \text{K/W},\quad C_b\approx2\ \text{J/K},\quad R_b\approx2\ \text{K/W}.
$$

It copies the Foster values into the ladder. The argument needs $\tau_1/\tau_2\ll1$ and $C_1/C_2\ll1$, but here these ratios are $1/4$ and $1/2$. Errors of tens of percent or more must be expected.

## Exact solution

### The Foster impedance

Let $T_i$ be the temperature difference across pair $i$. Since the pairs are in series, the full power $P$ passes through each. It divides between the capacitance and the resistance:

$$
C_i\frac{dT_i}{dt}+\frac{T_i}{R_i}=P .
$$

With zero initial temperature, the Laplace transform replaces $d/dt$ by $s$, so that $T_i(s)=R_iP(s)/(1+sR_iC_i)$. The junction temperature is the sum $T_1+T_2$. With $s$ measured in 1/s and the impedance $Z=T_{\rm junction}(s)/P(s)$ in K/W,

$$
Z=\frac{1}{1+s}+\frac{2}{1+4s}
=\frac{(1+4s)+2(1+s)}{(1+s)(1+4s)}
=\frac{6s+3}{4s^2+5s+1}\equiv\frac{N}{D}.
$$

### Removing the ladder elements one at a time

In the ladder, heat leaving the junction has two parallel routes: into $C_a$, or through $R_a$ to the rest. Parallel admittances add, so

$$
\frac1Z=sC_a+\frac{1}{R_a+\dfrac{1}{sC_b+1/R_b}} .
$$

**Capacitance at the junction.** For large $s$ the second term tends to the constant $1/R_a$, while the first grows in proportion to $s$. Hence

$$
C_a=\lim_{s\to\infty}\frac{D}{sN}=\frac46=\frac23 .
$$

Subtracting $sC_a$ from $D/N$ leaves the numerator

$$
D-\tfrac23sN=4s^2+5s+1-(4s^2+2s)=3s+1 .
$$

The remaining admittance is $(3s+1)/(6s+3)$.

**Series resistance.** The inverse, $(6s+3)/(3s+1)$, is the impedance of $R_a$ in series with the inner part. At large $s$ the capacitance $C_b$ holds the inner node at ambient, and only $R_a$ remains:

$$
R_a=\lim_{s\to\infty}\frac{6s+3}{3s+1}=2,\qquad
6s+3-2(3s+1)=1 .
$$

**Inner pair.** The impedance that remains is $1/(3s+1)$. Its admittance $3s+1$ must equal $sC_b+1/R_b$, which gives $C_b=3$ and $R_b=1$. With units restored,

$$
C_a=\tfrac23\ \text{J/K},\quad R_a=2\ \text{K/W},\quad C_b=3\ \text{J/K},\quad R_b=1\ \text{K/W}.
$$

The first step removes only the term proportional to $s$. Ordinary polynomial division goes further:

$$
\frac DN=\frac{2s}{3}+\frac12-\frac{1/2}{6s+3}.
$$

The constant $1/2$ would be a resistor from the junction directly to ambient, which the required ladder does not have. The last term would be a branch of impedance $-(12s+6)$, whose resistance is negative. The identity is correct, but it does not describe the required network.

### Uniqueness

The result can be checked in the opposite direction by combining the ladder elements without assigning values to them. The part beyond $C_a$ has impedance

$$
R_a+\frac{R_b}{1+sR_bC_b}
=\frac{R_a+R_b+sR_aR_bC_b}{1+sR_bC_b}.
$$

Adding $sC_a$ to its inverse and inverting the sum gives

$$
Z=\frac{R_a+R_b+sR_aR_bC_b}
{1+s\,[C_a(R_a+R_b)+R_bC_b]+s^2C_aR_aR_bC_b}.
$$

The zero of $N$ is at $s=-1/2$, where $D=1-\tfrac52+1=-\tfrac12\neq0$. Thus $N/D$ has no common factor. An equal fraction whose numerator and denominator have degrees no higher than these can differ from it only by a common constant factor. Both denominators equal 1 at $s=0$, so that factor is 1 and the coefficients must agree:

$$
\begin{aligned}
R_a+R_b&=3, & R_aR_bC_b&=6,\\
C_aR_aR_bC_b&=4, & C_a(R_a+R_b)+R_bC_b&=5 .
\end{aligned}
$$

Dividing the third equation by the second gives $C_a=2/3$. The fourth then gives $R_bC_b=5-\tfrac23\cdot3=3$. The second becomes $3R_a=6$, so $R_a=2$. The first gives $R_b=1$, and finally $C_b=3$. Each step has one outcome, so the ladder of this layout is unique.

### Junction temperature

For a constant power switched on at $t=0$, each Foster pair contributes $PR_i(1-e^{-t/\tau_i})$. With $t$ in seconds and $P=10$ W,

$$
T_{\rm junction}=10\,(1-e^{-t})+20\,(1-e^{-t/4})\quad\text{K}.
$$

At $t=1$ s the two terms are 6.321 K and 4.424 K, and their sum is 10.745 K. The steady value is $10\times3=30$ K.

The initial slope is $P(1/C_1+1/C_2)=15$ K/s. The ladder gives the same value as $P/C_a=10/(2/3)$. At very short times the Foster capacitances act in series, and this is why $C_a$ is smaller than either of them.

### Inner-node temperature

The power entering $C_a$ is $sC_aT_{\rm junction}$. The rest passes through $R_a$ and lowers the temperature by $R_a(P-sC_aT_{\rm junction})$. Therefore

$$
\frac{T_{\rm inner}}P=(1+sR_aC_a)Z-R_a
=\frac{(1+\frac43s)(6s+3)-2(4s^2+5s+1)}{D}.
$$

The first product is $8s^2+10s+3$ and the second is $8s^2+10s+2$. Their difference is 1, so

$$
\frac{T_{\rm inner}}P=\frac1{(1+s)(1+4s)} .
$$

A power step has the transform $P/s$. The partial fractions are

$$
\frac1{s(1+s)(1+4s)}=\frac1s+\frac{1/3}{s+1}-\frac{4/3}{s+1/4}.
$$

The three coefficients follow by multiplying by $s$, $s+1$ and $s+\tfrac14$ in turn and setting that factor to zero. For example, the last is $1/[4(-\tfrac14)(\tfrac34)]=-\tfrac43$. Transforming back,

$$
T_{\rm inner}=10\left(1+\tfrac13e^{-t}-\tfrac43e^{-t/4}\right)\quad\text{K}.
$$

For small $t$ the constant terms cancel, since $1+\tfrac13-\tfrac43=0$. The linear terms cancel too, since $-\tfrac13+\tfrac13=0$. The quadratic terms give $10(\tfrac16-\tfrac1{24})t^2=1.25\,t^2$ K. The inner node starts with zero slope because heat can reach it only after the junction has warmed and driven a flow through $R_a$.

### Heat balance after one second

At $t=1$ s the junction is at 10.745 K and the inner node at 0.842 K. The flow through $R_a$ is $(10.745-0.842)/2=4.95$ W. Of the 10 W supplied, 5.05 W is therefore still entering $C_a$. The flow to ambient through $R_b$ is 0.842 W, so $C_b$ receives 4.11 W.

The stored heat is $\tfrac23\times10.745=7.16$ J in $C_a$ and $3\times0.842=2.53$ J in $C_b$, or 9.69 J together. Since 10 J has been supplied, about 0.3 J has reached ambient.

### The inner node of the Foster chain

The temperature between the two Foster pairs is the temperature across the pair next to ambient. It depends on the order in which the pairs are drawn, although the junction temperature does not. With pair 2 next to ambient, this node starts at 5 K/s and tends to 20 K. With pair 1 there, it starts at 10 K/s and tends to 10 K.

Neither order has the delay found in the ladder. A Foster capacitance between two nodes responds to their temperature difference and passes the heat flow on to the next pair at once. The heat stored in a body depends instead on that body's own temperature, which is what a ladder capacitance to ambient represents. The Foster chain delivers the full power to ambient from the first instant, whatever its parameters, so its heat flows are not those of the package. For the present parameters its node temperature cannot be read as that of a place in the package either. The mismatch in temperature shrinks when the time constants are far apart and the slow pair is drawn next to ambient. In general the ladder's inner node has $T_{\rm inner}/P=R_b/[(1+s\tau_1)(1+s\tau_2)]$, while this Foster node has $R_2/(1+s\tau_2)$, and $R_b\to R_2$ as $\tau_1/\tau_2\to0$ at fixed resistances. With $R_1$, $R_2$ and $\tau_2$ as given, the largest gap between the two histories is 50% of $PR_2$ at $\tau_1/\tau_2=1/4$ but only 2% at $\tau_1/\tau_2=1/100$.

With pair 1 next to ambient, the Foster node and the ladder's inner node have the same steady value, because $R_b=R_1$ for these parameters. Their histories differ: at 0.1 s they are at 0.952 K and 0.012 K.

The ladder node has a consistent heat balance, but this alone does not identify it with a particular layer. That reading also requires heat to flow along essentially one path, through a structure that two lumped stages describe adequately.

## Comparison of estimate and exact solution

| Element | Estimate | Exact | Exact / estimate |
|---|---:|---:|---:|
| $C_a$ (J/K) | 1 | 2/3 | 2/3 |
| $R_a$ (K/W) | 1 | 2 | 2 |
| $C_b$ (J/K) | 2 | 3 | 3/2 |
| $R_b$ (K/W) | 2 | 1 | 1/2 |

The estimate preserves the total resistance of 3 K/W but places the larger resistance on the wrong side of the inner node. To see when it improves, repeat the element removal with general values. Put $\epsilon=\tau_1/\tau_2$ and $r=R_2/R_1$, so that $C_1/C_2=r\epsilon$. The Foster sum has

$$
N=R_1+R_2+Ms,\qquad M=R_1\tau_2+R_2\tau_1,
$$

$$
D=1+(\tau_1+\tau_2)s+\tau_1\tau_2s^2 .
$$

The first removal gives $C_a=\tau_1\tau_2/M$ and leaves $1+Bs$, where

$$
B=\tau_1+\tau_2-\frac{\tau_1\tau_2(R_1+R_2)}M
=\frac{R_1\tau_2^2+R_2\tau_1^2}{M}.
$$

The next gives $R_a=M/B$. What remains is $R_b=R_1+R_2-R_a$ and $C_b=B/R_b$. In terms of the two ratios,

$$
\frac{C_a}{C_1}=\frac1{1+r\epsilon},\qquad
\frac{R_a}{R_1}=\frac{(1+r\epsilon)^2}{1+r\epsilon^2},
$$

$$
\frac{R_b}{R_2}=\frac{(1-\epsilon)^2}{1+r\epsilon^2},\qquad
\frac{C_b}{C_2}=\frac{(1+r\epsilon^2)^2}{(1+r\epsilon)(1-\epsilon)^2}.
$$

All four ratios tend to 1 when both $\epsilon$ and $r\epsilon$ are small, as the scaling argument assumed. For $\epsilon=1/4$ and $r=2$ they reproduce the last column of the table.

The opposite limit is $\epsilon\to1$, where the two time constants become equal. Then $R_b\to0$ and $R_a\to R_1+R_2$, so the inner node is tied to ambient. The ladder reduces to a single pair, as it must, because two Foster terms with the same time constant add to one term.

The junction temperatures for the 10 W step show what the estimate costs. The last column is relative to the exact value.

| Time (s) | Exact (K) | Estimate (K) | Error |
|---:|---:|---:|---:|
| 0.1 | 1.445 | 0.952 | −34% |
| 1 | 10.745 | 6.758 | −37% |
| 4 | 22.459 | 15.947 | −29% |
| 16 | 29.634 | 27.863 | −6% |

The early error follows from the junction capacitance. The estimated ladder starts at $10/1=10$ K/s instead of 15 K/s, an error of −33%. At late times both curves approach 30 K, but at different rates. Inserting the estimated elements into the general ladder denominator gives $1+7s+4s^2$. Its slower decay rate is $(7-\sqrt{33})/8\approx0.157$ per second, which corresponds to a time constant of about 6.4 s instead of 4 s. At 16 s the estimated ladder is therefore still 2.1 K below its steady value, while the exact response is 0.4 K below.

The scaling estimate gives the right final temperature and the right order of magnitude for each element. It is too crude for the transient here: at 1 s it puts the junction temperature 37% too low. The numerical output gives the temperatures at further times.

## Computed values

```
Foster pair 1: R = 1 K/W, C = 1 J/K, RC = 1 s
Foster pair 2: R = 2 K/W, C = 2 J/K, RC = 4 s
N(s) = 6*s + 3   D(s) = 4*s**2 + 5*s + 1   (Z = N/D in K/W, s in 1/s)
Ca = 2/3 J/K = 0.6667 J/K; remainder 3*s + 1
Ra = 2 K/W; remainder 1
Cb = 3 J/K; remainder 1
Rb = 1 K/W
Ordinary division D/N: quotient 2*s/3 + 1/2, remainder -1/2
Number of positive ladder solutions: 1
Total resistance: Foster 3 K/W, Cauer 3 K/W
Ladder decay rates: 0.2500 and 1.0000 1/s
Power step: 10.0 W
Steady rises: junction 30.000 K, ladder inner node 10.000 K
Early slopes are mean slopes over the first 1e-04 s:
  junction, Cauer: 14.999 K/s
  inner node, Cauer: 0.000125 K/s
  inner node, Foster, pair 2 at ambient: 5.000 K/s
  inner node, Foster, pair 1 at ambient: 10.000 K/s
  junction, unconverted ladder: 10.000 K/s
Inner rise / t^2 at 1e-04 s, Cauer: 1.2499 K/s^2
Temperature rises in K; time in s
F12: Foster inner node, pair 2 at ambient; F21: pair 1 at ambient
Wrong: junction of ladder with unconverted Foster values
  time  junction  inner    F12      F21      wrong
   0.1    1.445    0.012    0.494    0.952    0.952
   0.5    6.285    0.255    2.350    3.935    4.009
   1.0   10.745    0.842    4.424    6.321    6.758
   2.0   16.516    2.364    7.869    8.647   10.621
   4.0   22.459    5.156   12.642    9.817   15.947
   8.0   27.290    8.197   17.293    9.997   22.501
  16.0   29.634    9.756   19.634   10.000   27.863
```
